**Radiative cooling of a silicon wafer: initial rate, cooling curve and corrections**

The program evaluates the initial cooling rate R0 = 2εσT0⁴/(3k n d) of a wafer that radiates from both faces, where ε is the emissivity, σ the Stefan–Boltzmann constant, T0 the starting temperature, k Boltzmann's constant, n the number of atoms per volume and d the thickness. It asserts that the black-body flux agrees with an integral of Planck's radiance over frequency and angle, and that the heat capacity agrees with a Debye sum over quantum lattice modes up to the expected small correction. The cooling curve is compared with numerical integration and with a heat-conduction calculation resolved through the thickness. Further assertions cover the equivalent time for boron diffusion, the effective emissivity in front of a reflecting wall, and the early temperature drop when the lamps fade gradually. For 775 µm, 1323 K and ε = 0.7 the output gives R0 = 151.6 K/s, falling to 102.2 K/s after one second. With rough inputs, a half-absorbing wall reduces the initial rate to 89.2 K/s, and a lamp decay time of 0.3 s limits the peak rate to 112.1 K/s.

## Verification by program

```python
"""Radiative cooling of a silicon wafer just after its heating is removed.

Result under test (atomic units, theta = k*T, alpha = fine-structure constant):
    d(theta)/dt = -emissivity * pi^2 * alpha^2 * theta^4 / (90 * n * d)
n = atoms per volume, d = wafer thickness; both faces radiate to cold black
surroundings and the lattice stores 3k per atom. In kelvin this gives
    T(t) = T0 * (1 + 3*R0*t/T0)^(-1/3),   R0 = initial cooling rate.
Inputs called rough are typical sizes used only to judge the model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid

k = const.k
sigma = const.Stefan_Boltzmann
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
alpha = const.fine_structure
time_au = const.hbar / hartree

# Wafer and process inputs (SI unless the name says otherwise)
T0 = 1323.0
emissivity = 0.7
thickness = 775e-6
radius = 0.150
lattice_angstrom = 5.43
cell = lattice_angstrom * 1e-10
density = 8 / cell**3

# Rough inputs for side effects
debye_temperature = 645.0
conductivity = 25.0
heat_capacity_excess = 0.10
gas_coefficient = 10.0
room = 300.0
warm_wall = 600.0
wall_absorptance = 0.5
lamp_time = 0.3
expansion = 4e-6
boron_energy_eV = 3.5
emissivity_spread = 0.1

# Derived formula, evaluated in atomic units and converted once
theta = k * T0 / hartree
density_au = density * bohr**3
thickness_au = thickness / bohr
flux_au = np.pi**2 * alpha**2 * theta**4 / 60
rate_au = (emissivity * np.pi**2 * alpha**2 * theta**4
           / (90 * density_au * thickness_au))
R0 = rate_au * hartree / k / time_au
black_flux = flux_au * hartree / (time_au * bohr**2)

# Black flux from Planck radiance, integrated over frequency and angle
planck_integral = quad(lambda x: x**3 / np.expm1(x) if x > 0 else 0.0,
                       0, 100, epsabs=1e-12, limit=200)[0]
angle_integral = quad(lambda a: 2*np.pi*np.cos(a)*np.sin(a), 0, np.pi/2)[0]
flux_direct = (2 * (k*T0)**4 / (const.h**3 * const.c**2)
               * planck_integral * angle_integral)
assert abs(black_flux / flux_direct - 1) < 1e-7

# Heat capacity from quantum lattice modes with the Debye spectrum
y = debye_temperature / T0


def mode_capacity(x):
    """Heat capacity of one mode divided by k, x = mode energy / kT."""
    return 1.0 if x < 1e-6 else (x / (2*np.sinh(x/2)))**2


debye_ratio = 3 / y**3 * quad(lambda x: x**2 * mode_capacity(x), 0, y)[0]
assert abs(debye_ratio - (1 - y**2/20)) < 3e-4
rate_quantum = (2 * emissivity * flux_direct
                / (3 * k * debye_ratio * density * thickness))
assert abs(rate_quantum * (1 - y**2/20) / R0 - 1) < 5e-4
assert abs(R0 - 150) < 10


def temperature(t):
    return T0 * (1 + 3*R0*t/T0)**(-1/3)


def time_to_reach(T):
    return T0 / (3*R0) * ((T0/T)**3 - 1)


# Closed cooling law against integration with the directly computed flux
direct_rate = 2*emissivity*flux_direct / (3*k*density*thickness)
t_100 = time_to_reach(T0 - 100)
cooling = solve_ivp(lambda t, T: -direct_rate * (T/T0)**4, (0, 5), [T0],
                    t_eval=[t_100, 1.0, 5.0], rtol=1e-10, atol=1e-8)
assert cooling.success
assert abs(cooling.y[0, 0] - (T0 - 100)) < 1e-3
assert np.allclose(cooling.y[0], temperature(cooling.t), atol=1e-3, rtol=0)

# Heat conduction from mid-plane to face; half volumes at the two end nodes
intervals = 40
dx = thickness / 2 / intervals
volumes = np.full(intervals + 1, dx)
volumes[0] = volumes[-1] = dx / 2
heat_volume = 3 * k * density


def conduction(t, T):
    inner_flux = -conductivity * np.diff(T) / dx
    outward = np.append(inner_flux, emissivity * sigma * T[-1]**4)
    inward = np.insert(inner_flux, 0, 0.0)
    return (inward - outward) / (heat_volume * volumes)


slab_time = 0.1
slab = solve_ivp(conduction, (0, slab_time), np.full(intervals + 1, T0),
                 method="BDF", rtol=1e-8, atol=1e-7)
assert slab.success
profile = slab.y[:, -1]
mean_T = np.dot(volumes, profile) / volumes.sum()
gap_formula = emissivity*sigma*profile[-1]**4 * thickness / (4*conductivity)
assert abs((profile[0] - profile[-1]) / gap_formula - 1) < 0.01
# The face is under 1 K colder than the mean, so the rates differ by < 0.5 %
assert abs((T0 - mean_T) / (T0 - temperature(slab_time)) - 1) < 0.005
gap_initial = emissivity * sigma * T0**4 * thickness / (4*conductivity)

# Time at T0 equivalent to the whole cooldown for an activated process
barrier = boron_energy_eV * const.e / (k*T0)
t_equivalent = T0/R0 * (1/barrier + 2/barrier**2 + 2/barrier**3)
t_direct = quad(lambda t: np.exp(-barrier*(T0/temperature(t) - 1)),
                0, 20, points=[0.3, 1, 3], limit=200)[0]
assert abs(t_direct / t_equivalent - 1) < 1e-5

# Cold reflecting wall: follow emitted power through successive bounces
power, absorbed_by_wall = emissivity, 0.0
for bounce in range(200):
    absorbed_by_wall += power * wall_absorptance
    power *= (1 - wall_absorptance) * (1 - emissivity)
effective_emissivity = 1 / (1/emissivity + 1/wall_absorptance - 1)
assert abs(absorbed_by_wall - effective_emissivity) < 1e-12
rate_reflecting = R0 * effective_emissivity / emissivity

# Lamp power fades exponentially from the value that held T0 steady


def lamp_slope(t, T):
    return -R0 * ((T/T0)**4 - np.exp(-t/lamp_time))


times = np.linspace(0, 10, 10001)
lamp = solve_ivp(lamp_slope, (0, 10), [T0], t_eval=times,
                 rtol=1e-9, atol=1e-9, max_step=0.05)
assert lamp.success
T_lamp = lamp.y[0]
rates_lamp = -lamp_slope(times, T_lamp)
peak = np.argmax(rates_lamp)
early = 10
early_drop = R0 * times[early]**2 / (2*lamp_time)
# Next term in time is about one percent at this instant
assert abs((T0 - T_lamp[early]) / early_drop - 1) < 0.02
t_equivalent_lamp = trapezoid(np.exp(-barrier*(T0/T_lamp - 1)), times)
assert rates_lamp[peak] < R0 and t_equivalent_lamp > t_equivalent

# Other side effects
radiated = 2 * emissivity * black_flux
gas_loss = 2 * gas_coefficient * (T0 - room)
rate_capacity = R0 / (1 + heat_capacity_excess)
rate_gas = R0 * (1 + gas_loss/radiated)
rate_both = rate_gas / (1 + heat_capacity_excess)
edge_ratio = 2*np.pi*radius*thickness / (2*np.pi*radius**2)
area_growth = (1 + expansion*(T0 - room))**2 - 1

print(f"Start temperature: {T0:.0f} K")
print(f"Emissivity: {emissivity:.1f}")
print(f"Wafer thickness: {thickness*1e6:.0f} um")
print(f"Wafer diameter: {2*radius*1e3:.0f} mm")
print(f"Lattice parameter (rough): {lattice_angstrom:.2f} angstrom")
print(f"Thermal energy kT0: {k*T0/const.e:.4f} eV")
print(f"Atom density: {density*1e-30:.5f} per cubic angstrom")
print(f"Planck integral: {planck_integral:.6f}")
print(f"Black flux, one face: {black_flux*1e-4:.2f} W/cm2")
print(f"Wafer loss, both faces: {radiated*1e-4:.2f} W/cm2")
areal_heat = 3*k*density*thickness*1e-4
print(f"Heat capacity per wafer area: {areal_heat:.4f} J/(cm2 K)")
print(f"Initial cooling rate R0: {R0:.1f} K/s")
print(f"R0 in energy units: {R0*k/const.e:.5f} eV/s")
print(f"Temperature after 1 s: {temperature(1):.1f} K")
print(f"Cooling rate after 1 s: {R0*(temperature(1)/T0)**4:.1f} K/s")
print(f"Time to lose 100 K: {t_100:.3f} s")
print(f"Boron activation energy (rough): {boron_energy_eV:.1f} eV")
print(f"Boron barrier over kT0: {barrier:.2f}")
print(f"Boron equivalent time at T0: {t_equivalent:.3f} s")
print(f"Its leading term alone: {T0/R0/barrier:.3f} s")
print(f"Debye temperature (rough): {debye_temperature:.0f} K")
print(f"Debye heat capacity over 3k: {debye_ratio:.4f}")
print(f"Heat capacity excess (rough): {100*heat_capacity_excess:.0f} %")
print(f"Rate with that excess: {rate_capacity:.1f} K/s")
print(f"Gas coefficient (rough): {gas_coefficient:.0f} W/(m2 K)")
print(f"Gas and cold wall temperature: {room:.0f} K")
print(f"Gas loss over radiation: {100*gas_loss/radiated:.1f} %")
print(f"Rate with gas: {rate_gas:.1f} K/s")
print(f"Rate with gas and capacity excess: {rate_both:.1f} K/s")
print(f"Back radiation, cold black wall: {100*(room/T0)**4:.2f} %")
print(f"Warm wall temperature (rough): {warm_wall:.0f} K")
print(f"Back radiation, warm black wall: {100*(warm_wall/T0)**4:.1f} %")
print(f"Wall absorptance (rough): {wall_absorptance:.1f}")
print(f"Effective emissivity: {effective_emissivity:.3f}")
print(f"Rate with reflecting wall: {rate_reflecting:.1f} K/s")
print(f"Lamp decay time (rough): {lamp_time:.1f} s")
print(f"Peak rate with lamp decay: {rates_lamp[peak]:.1f} K/s")
print(f"Time of that peak: {times[peak]:.2f} s")
print(f"Boron time with lamp decay: {t_equivalent_lamp:.3f} s")
print(f"Emissivity spread (rough): +/- {emissivity_spread:.1f}")
print(f"Rate spread: +/- {R0*emissivity_spread/emissivity:.1f} K/s")
print(f"Thermal conductivity (rough): {conductivity:.0f} W/(m K)")
print(f"Centre-to-face difference: {gap_initial:.2f} K")
print(f"Edge area over face area: {100*edge_ratio:.2f} %")
print(f"Expansion coefficient (rough): {expansion*1e6:.0f} ppm/K")
print(f"Face area growth from 300 K: {100*area_growth:.2f} %")
print("checks complete")
```

Output:

```
Start temperature: 1323 K
Emissivity: 0.7
Wafer thickness: 775 um
Wafer diameter: 300 mm
Lattice parameter (rough): 5.43 angstrom
Thermal energy kT0: 0.1140 eV
Atom density: 0.04997 per cubic angstrom
Planck integral: 6.493939
Black flux, one face: 17.37 W/cm2
Wafer loss, both faces: 24.32 W/cm2
Heat capacity per wafer area: 0.1604 J/(cm2 K)
Initial cooling rate R0: 151.6 K/s
R0 in energy units: 0.01307 eV/s
Temperature after 1 s: 1198.9 K
Cooling rate after 1 s: 102.2 K/s
Time to lose 100 K: 0.773 s
Boron activation energy (rough): 3.5 eV
Boron barrier over kT0: 30.70
Boron equivalent time at T0: 0.303 s
Its leading term alone: 0.284 s
Debye temperature (rough): 645 K
Debye heat capacity over 3k: 0.9882
Heat capacity excess (rough): 10 %
Rate with that excess: 137.8 K/s
Gas coefficient (rough): 10 W/(m2 K)
Gas and cold wall temperature: 300 K
Gas loss over radiation: 8.4 %
Rate with gas: 164.4 K/s
Rate with gas and capacity excess: 149.4 K/s
Back radiation, cold black wall: 0.26 %
Warm wall temperature (rough): 600 K
Back radiation, warm black wall: 4.2 %
Wall absorptance (rough): 0.5
Effective emissivity: 0.412
Rate with reflecting wall: 89.2 K/s
Lamp decay time (rough): 0.3 s
Peak rate with lamp decay: 112.1 K/s
Time of that peak: 0.73 s
Boron time with lamp decay: 0.525 s
Emissivity spread (rough): +/- 0.1
Rate spread: +/- 21.7 K/s
Thermal conductivity (rough): 25 W/(m K)
Centre-to-face difference: 0.94 K
Edge area over face area: 0.52 %
Expansion coefficient (rough): 4 ppm/K
Face area growth from 300 K: 0.82 %
checks complete
```
